\section*{Tunnel escape from a level near a metal: asymptotics and first correction}

\section{The result}

A localized level lies in an insulator at distance $d$ from a metal. At the energy of the level, wave amplitudes in the insulator fall as $e^{-\kappa x}$. For $e^{-2\kappa d}\ll1$ the level has the energy width $\Gamma$, and an electron on it escapes in the mean time $\tau$:
\begin{equation}
\Gamma(d)\simeq\Gamma_0e^{-2\kappa d},\qquad
\tau=\frac{\hbar}{\Gamma(d)}\simeq\frac{\hbar}{\Gamma_0}e^{2\kappa d}.
\label{main}
\end{equation}
Here $\Gamma$ is a full width at half maximum, and $\Gamma_0$ is the width extrapolated to contact. With $\Gamma_0=1$ eV, $\kappa=4\ \mathrm{nm^{-1}}$ and $d=1.5$ nm,
\begin{equation}
\tau=\frac{6.58\times10^{-16}\ \mathrm{eV\,s}}{1\ \mathrm{eV}}\,e^{12}
=1.07\times10^{-10}\ \mathrm{s}\approx0.1\ \mathrm{ns}.
\end{equation}

The assumptions are a planar geometry for both the metal surface and the level, a uniform barrier, empty metal states at the level's energy, and no lattice relaxation. In a planar model the first correction to (\ref{main}) has relative size $d\,e^{-2\kappa d}$ times an inverse length, which is negligible at 1.5 nm. Departures from the assumptions can matter far more, and several are sized below.

\section{Width and lifetime}

A decaying state has a complex energy $E=E_r-i\Gamma/2$. Its amplitude varies as $e^{-iE_rt/\hbar}e^{-\Gamma t/2\hbar}$, so its population is
\begin{equation}
P(t)=e^{-\Gamma t/\hbar},\qquad \tau=\hbar/\Gamma .
\end{equation}
The Fourier transform of this amplitude for $t>0$ is proportional to $1/(E-E_r+i\Gamma/2)$. The spectrum is the imaginary part, proportional to $1/[(E-E_r)^2+\Gamma^2/4]$. It drops to half its maximum at $E-E_r=\pm\Gamma/2$, so $\Gamma$ is the full width. If the quoted 1 eV were the half width, $\tau$ would be 0.054 ns.

A level joined to a long chain tests this relation. With the chain hopping as unit of energy, the end site has density of states $1/\pi$ at the band centre. A coupling of $0.1$ then gives the golden-rule width $2\pi(0.1)^2/\pi=0.0200$. Direct diagonalization gives a decay rate of 0.0201. The energy range holding the middle half of the spectral weight, which for a Lorentzian equals the full width, comes out as 0.0203. The finite spacing of the chain levels limits the accuracy of this second figure.

\section{A planar model}

Let the metal fill $x<0$. The insulator has barrier top at energy zero and tunnelling mass $m^*$. A well of depth $U$ occupies $d<x<d+w$ and holds the level. Write
\begin{equation}
E=-\frac{\hbar^2\kappa^2}{2m^*},\qquad q^2+\kappa^2=K^2=\frac{2m^*U}{\hbar^2},
\end{equation}
where $q$ is the wave number in the well. At the metal surface $\psi$ and $\psi'/m$ are continuous, the second condition keeping the current continuous.

\textbf{Metal side.} An escaping electron moves to the left, so $\psi\propto e^{-ikx}$ in the metal. In the barrier $\psi\propto e^{\kappa x}+re^{-\kappa x}$. With $a=\kappa/m^*$ and $b=k/m_e$, matching at $x=0$ gives
\begin{equation}
a(1-r)=-ib(1+r)\;\Rightarrow\; r=\frac{a+ib}{a-ib}=e^{2i\chi},\qquad \tan\chi=\frac ba .
\end{equation}
At the near edge of the well the logarithmic derivative is therefore
\begin{equation}
\frac{\psi'}{\psi}\Big|_{d}=\kappa\,\frac{1-\varepsilon}{1+\varepsilon},\qquad \varepsilon=re^{-2\kappa d}.
\end{equation}

\textbf{Well side.} In the well $\psi\propto\cos[q(x-d)-\varphi]$, so $\psi'/\psi=q\tan\varphi$ at $x=d$. At the far edge $\psi$ must join $e^{-\kappa x}$, which requires $q\tan(qw-\varphi)=\kappa$. For the lowest level $\varphi=qw-\theta$ with $\tan\theta=\kappa/q$. Equating the two derivatives and subtracting $\kappa$ from both sides gives
\begin{equation}
G(\kappa)\equiv q\tan\varphi-\kappa=-\frac{2\kappa\varepsilon}{1+\varepsilon}.
\label{exact}
\end{equation}
For an infinitely distant metal $\varepsilon=0$ and $\varphi=\theta$, which is the isolated level.

\section{Leading order}

Let $\kappa$ now denote the isolated value and $\kappa+u$ the solution of (\ref{exact}). Primes are derivatives with respect to $\kappa$. From $q^2+\kappa^2=K^2$ we get $q'=-\kappa/q$. From $\kappa=K\sin\theta$ and $q=K\cos\theta$ we get $\theta'=1/q$. Hence
\begin{equation}
\varphi'=wq'-\theta'=-\frac pq,\qquad p=1+\kappa w,
\end{equation}
\begin{equation}
G'=q'\tan\varphi+q\sec^2\!\varphi\,\varphi'-1=-\frac{\kappa}{q}\tan\varphi-p\sec^2\!\varphi-1 .
\label{gp}
\end{equation}
At the isolated level $\tan\varphi=\kappa/q$ and $\sec^2\varphi=K^2/q^2\equiv s$. Since $\kappa^2/q^2+1=s$,
\begin{equation}
G'=-s(p+1)=-\frac{2\kappa}{A^2},\qquad A^2=\frac{2\kappa}{s(2+\kappa w)}=\frac{\cos^2\theta}{w/2+1/\kappa}.
\end{equation}
The quantity $A^2$ is the normalized density of the isolated state at the edge of the well. Taking $\psi=\cos$ inside, the well contributes $w/2+\sin\theta\cos\theta/q=w/2+\sin^2\theta/\kappa$ to the norm, and the two tails contribute $\cos^2\theta/\kappa$. The sum is $w/2+1/\kappa$.

With $\eta=e^{-2\kappa d}$, equation (\ref{exact}) gives to first order $G'u_1=-2\kappa r\eta$, so $u_1=A^2r\eta$. The width follows from the energy:
\begin{equation}
\Gamma=-2\,\mathrm{Im}\,E=\frac{\hbar^2}{m^*}\mathrm{Im}(\kappa+u)^2
=\frac{2\hbar^2\kappa}{m^*}\,\mathrm{Im}\!\left(u+\frac{u^2}{2\kappa}\right).
\label{width}
\end{equation}
Keeping $u_1$ alone,
\begin{equation}
\Gamma\simeq\Gamma_0\eta,\qquad
\Gamma_0=\frac{2\hbar^2\kappa}{m^*}A^2\sin2\chi,\qquad \sin2\chi=\frac{2ab}{a^2+b^2}.
\label{pref}
\end{equation}
The exponent contains $2\kappa d$ because the escape rate is quadratic in the amplitude that reaches the metal. Using $e^{-\kappa d}$ for the rate would give 0.27 ps in the example.

\section{First correction}

Three effects enter at the next order: $\kappa$ on the right of (\ref{exact}) is shifted by $u$, the denominator $1+\varepsilon$ differs from one, and $G$ is curved. Expanding both sides to second order,
\begin{equation}
G'u+\tfrac12G''u^2=-2\kappa r\eta\left[1+u\left(\frac1\kappa+2i\chi'-2d\right)-r\eta\right].
\end{equation}
The three terms multiplying $u$ come from $\kappa$, $r=e^{2i\chi}$ and $e^{-2\kappa d}$. Dividing by $G'=-2\kappa/A^2$, and replacing $u$ by $u_1$ in the small terms,
\begin{equation}
u=u_1\left[1+u_1\left(\frac1\kappa+2i\chi'-2d+g\right)-r\eta\right],\qquad g=-\frac{G''}{2G'}.
\end{equation}

To find $g$, differentiate (\ref{gp}) with $(\kappa/q)'=1/q+\kappa^2/q^3=s/q$ and $p'=w$, then insert the isolated values:
\begin{align}
G''&=-\frac sq\tan\varphi-\frac\kappa q\sec^2\!\varphi\,\varphi'-w\sec^2\!\varphi-2p\sec^2\!\varphi\tan\varphi\,\varphi'\nonumber\\
&=\frac sq\left[\frac\kappa q(2p^2+p-1)-wq\right].
\end{align}
Because $2p^2+p-1=(2p-1)(p+1)$,
\begin{equation}
g=\frac{\kappa(2p-1)}{2q^2}-\frac{w}{2(p+1)} .
\end{equation}

Now insert $u$ in (\ref{width}). The term $u^2/2\kappa$ adds $u_1/2\kappa$ to the bracket, and $u_1=A^2r\eta$, so
\begin{equation}
\frac{\Gamma}{\Gamma_0\eta}=1+\eta\,\frac{\mathrm{Im}(c\,e^{4i\chi})}{\sin2\chi},\quad
c=A^2\!\left(\frac{3}{2\kappa}+g+2i\chi'-2d\right)-1 .
\end{equation}
Separating the part that grows with $d$, and using $\sin4\chi=2\sin2\chi\cos2\chi$,
\begin{equation}
\Gamma=\Gamma_0e^{-2\kappa d}\left[1-(4A^2d\cos2\chi-B)\,e^{-2\kappa d}\right],
\label{corr}
\end{equation}
\begin{equation}
B=2\cos2\chi\left[A^2\!\left(\frac{3}{2\kappa}+g\right)-1\right]+\frac{2A^2\chi'\cos4\chi}{\sin2\chi}.
\end{equation}
The term with $d$ comes from the factor $e^{-2ud}$. The metal changes $\kappa$ by the complex amount $u_1$, and this change acts over the whole barrier. It adds $\mathrm{Im}(-2d\,u_1^2)=-4d\,\mathrm{Re}\,u_1\,\mathrm{Im}\,u_1$ to $\mathrm{Im}\,u$. Half of this is due to the shift of the level: for $a>b$ the level moves down, the barrier becomes higher, and less amplitude gets through. The other half arises because $\mathrm{Im}\,u_1$ turns the phase of the reflected wave. For $a>b$ both halves reduce the width.

\section{Numbers for the planar model}

Take $m^*=0.2\,m_e$. With $\kappa=4\ \mathrm{nm^{-1}}$ the barrier above the level is 3.05 eV, since $\hbar^2/2m_e=0.0381$ eV\,nm$^2$ and $\hbar^2/2m^*=0.0381/0.2=0.1905$ eV\,nm$^2$. The test well has $w=0.8$ nm and $U=4.26$ eV, and the level lies 5 eV above the bottom of the metal band. Then:
\begin{itemize}
\item $K^2=4.26/0.1905=22.4\ \mathrm{nm^{-2}}$ and $q^2=6.4\ \mathrm{nm^{-2}}$, so $s=3.5$, $p=4.2$ and $A^2=0.437\ \mathrm{nm^{-1}}$.
\item $k=\sqrt{5/0.0381}=11.5\ \mathrm{nm^{-1}}$, so $b/a=11.5/20$, $\sin2\chi=0.863$ and $\cos2\chi=0.506$.
\item $\Gamma_0=4(0.1905)(4)(0.437)(0.863)=1.15$ eV.
\end{itemize}
A contact width near 1 eV thus fits this well, but it depends strongly on the well width. With the level energy held fixed, (\ref{pref}) gives 2.9 eV for $w=0.4$ nm and 0.56 eV for $w=1.2$ nm.

For the correction, energy conservation makes $k^2+(m_e/m^*)\kappa^2$ constant, so $k'=-\kappa m_e/(m^*k)=-1.75$. In units of $1/m_e$, $a'=5$ and $b'=k'$, and
\begin{equation}
\chi'=\frac{ab'-ba'}{a^2+b^2}=\frac{20(-1.75)-11.5(5)}{531}=-0.17\ \mathrm{nm}.
\end{equation}
With $g=2.25$ nm and $\cos4\chi=-0.49$ this gives $B=0.24$, while $4A^2\cos2\chi=0.885\ \mathrm{nm^{-1}}$.

At $d=0.5$ nm, $\eta=e^{-4}=0.0183$ and (\ref{corr}) predicts $1-(0.44-0.24)(0.0183)=0.996$ for the ratio of the width to the exponential law. The numerical complex-energy solution gives 0.9962. Between 1 and 2 nm the logarithm of the width should fall by $8-(0.885-0.24)(3.35\times10^{-4})=7.9998$, and the numerical solution gives 7.9998. At 1.5 nm the correction is about $-7\times10^{-6}$. The solved width there is 7.065 $\mu$eV and the lifetime 0.093 ns, in agreement with $1.15\ \mathrm{eV}\times e^{-12}$.

Close to contact $\eta$ approaches one and the expansion fails. The contact width is therefore an extrapolated prefactor, not a prediction of the spectrum of a touching level.

\section{The estimate and its sensitivity}

For the stated $\Gamma_0=1$ eV, $e^{-12}=6.14\times10^{-6}$ gives $\Gamma=6.14\ \mu$eV and $\tau=0.107$ ns. From $\ln\tau=\ln(\hbar/\Gamma_0)+2\kappa d$,
\begin{equation}
\delta\ln\tau=2d\,\delta\kappa+2\kappa\,\delta d-\delta\ln\Gamma_0 .
\end{equation}
Raising $\kappa$ by 10\% multiplies $\tau$ by $e^{1.2}=3.3$, and adding 0.1 nm to $d$ multiplies it by $e^{0.8}=2.2$. One significant figure is the most that the estimate can carry.

\section{A second limit: a point-like level}

A defect is closer to a point than to a plane. Outside a small core its $s$-like state is $\psi\propto e^{-\kappa r}/r$. Suppose that each patch of the metal surface drains current in proportion to the local $|\psi|^2$, with the same factor everywhere. With $\rho$ the distance along the surface, $r^2=\rho^2+z^2$ and $\rho\,d\rho=r\,dr$, the rate is proportional to
\begin{equation}
\int_0^\infty\!2\pi\rho\,\frac{e^{-2\kappa r}}{r^2}\,d\rho=2\pi\!\int_z^\infty\!\frac{e^{-2\kappa r}}{r}\,dr=2\pi E_1(2\kappa z).
\end{equation}
Here $E_1(y)=\int_y^\infty e^{-t}t^{-1}dt$. Integrating by parts twice,
\begin{equation}
E_1(y)=\frac{e^{-y}}{y}\left[1-\frac1y+R\right],\qquad 0<R<\frac{2}{y^2}.
\end{equation}
The bound holds because the remainder is $2\int_y^\infty e^{-t}t^{-3}dt<2e^{-y}/y^3$. The exponential survives, but it now has an algebraic factor $1/y$, and the first correction is algebraic too.

Let the centre of the level be 0.2 nm from the metal plane at contact and 1.7 nm from it in the example, with $\Gamma_0$ held at 1 eV. Then $y=13.6$ at the actual distance, and the first correction lowers the rate by $1/13.6$, or 7\%. This figure rests on the uniform factor. If each wave number along the surface is matched to the metal separately, with the parameters of the planar model, the reduction is about 4\%, while the factor of 6.2 found below hardly changes. At contact $y=1.6$, too small for the expansion, so the integral is done numerically. The escape time grows by a factor of 6.2 over the planar law, to 0.67 ns. The geometry of the level thus outweighs the correction (\ref{corr}) by far.

\section{Occupied states and lattice relaxation}

If metal states at the level's energy are filled with probability $f$, electrons leave at the rate $(\Gamma/\hbar)n(1-f)$ and enter at $(\Gamma/\hbar)(1-n)f$. The products $nf$ cancel in the difference:
\begin{equation}
\frac{dn}{dt}=-\frac{\Gamma}{\hbar}(n-f).
\end{equation}
This holds for $k_BT\gg\Gamma$ and without electron repulsion on the level. A chain with a thermal Fermi sea, $k_BT=5\Gamma$ and the level $k_BT$ above the Fermi energy tests it. If the level starts filled, then after the time $\hbar/\Gamma$ its occupation is 0.553, against 0.538 from the rate law. The difference is of order $\Gamma/k_BT$: for a wide band it is 0.015 at $k_BT=5\Gamma$ and 0.0015 at $k_BT=50\Gamma$. At 300 K a level 0.3 eV above the Fermi energy meets $f\approx10^{-5}$, and blocking is negligible as long as the lattice does not relax. At the Fermi energy the outward time doubles to 0.21 ns.

Lattice relaxation can matter much more. When the electron leaves, the equilibrium position of the surrounding atoms shifts. Let $W_p$ be the thermally averaged squared overlap for emitting $p$ phonons of energy $\hbar\omega$. The final vibrational states form a complete set, so $\sum_pW_p=1$. For a displaced harmonic oscillator the mean energy given to the lattice is the relaxation energy $\lambda$, since the term linear in the coordinate averages to zero. With $\kappa$ held fixed for all final energies, the rate is multiplied by
\begin{equation}
S=\sum_pW_p\,[1-f(\varepsilon_0-p\hbar\omega)],
\end{equation}
where $\varepsilon_0$ is the electron energy above the Fermi energy when no phonon is emitted.

Take $\lambda=1$ eV and $\hbar\omega=50$ meV. For $\varepsilon_0=1.5$ eV the electron arrives on average 0.5 eV above the Fermi energy. Then $S=0.97$ and $\tau=0.11$ ns, almost unchanged. This relies on the fixed $\kappa$. If $\kappa=4\ \mathrm{nm^{-1}}$ belongs to the electron energy without phonon emission and $\kappa$ follows the final energy, the barrier is on average 1 eV higher and, with the parabolic relation between $\kappa$ and energy, the time is about 0.6 ns. That relation fails deep in the gap. With the two-band form $\kappa^2\propto\phi(1-\phi/E_g)$, where $\phi$ is the depth below the conduction edge and the scale is set by $\kappa=4\ \mathrm{nm^{-1}}$ at 3.05 eV, the time is 0.2 ns for a gap $E_g=8.9$ eV and 0.03 ns for $E_g=5.7$ eV, where $\kappa$ falls again beyond midgap. For $\varepsilon_0=0$ most of the sidebands lead into filled states. Then $S=1.8\times10^{-5}$ and the time becomes about 6 $\mu$s.

\section{Comparison with a real gate stack}

The chosen mass and field are rough typical values for the insulator of a metal-gated high-k stack. The barrier of 3.05 eV follows from $\kappa$ and the mass through the parabolic relation, not from a particular material. In an oxide with a gap near 5.7 eV such a level lies close to midgap, where that relation overestimates $\kappa$: the two-band form with a band-edge mass of 0.2 gives at most $2.7\ \mathrm{nm^{-1}}$. The mass here is therefore an effective tunnelling parameter. In many high-k stacks the conduction band edge of the insulator lies only 2 to 3 eV above the metal's Fermi energy. A level 3.05 eV below that edge then lies near or below the Fermi energy and faces mostly filled states, so the estimate of 0.1 ns does not apply to it. It requires a larger band offset or a bias that lifts the level above the Fermi energy. A field of 2 MV/cm drops 0.30 V over 1.5 nm. To first order the exponent changes by $(\kappa/\phi)Fd^2/2=(4/3.05)(0.225)=0.30$, with $\phi$ the barrier and $F$ the field in V/nm. Solving the wave equation with the metal wave number and the level energy held fixed, the field acting only between the metal and the near edge of the well, gives rate factors of 1.38 when the field lowers the barrier and 0.73 when it raises it. If the field also acts across the 0.8 nm well, the level shifts by about 0.08 eV and the factors become 1.7 and 0.60. The image force on the departing electron, for an optical permittivity of 4, speeds escape by a factor of 2.5 if the image potential is followed down to the bottom of the metal band, and by about 2.1 if it is cut off at the level's energy, again with the level energy held fixed. If the image potential also acts on the well, the level falls by about 0.05 eV and the factors are 2.3 and 1.9. The charge left on the defect is not included in that figure. Thermal escape over the barrier carries the factor $e^{-118}$ and plays no part.

The layer was taken as 4 nm thick, so a far electrode with the same $\Gamma_0$ and $\kappa$ adds a relative rate of $3\times10^{-4}$. That thickness is on the high side for scaled logic transistors. In a 2 nm layer the far side would be 0.5 nm away, and the same law would make it about $e^8\approx3000$ times faster than the near metal, provided that it offered empty states at the right energy.

Of the effects sized here, lattice relaxation is the largest when the electron energy without phonon emission lies at the Fermi energy, $\varepsilon_0=0$. Within the model above, it then moves the time from 0.1 ns to microseconds. The value of 0.1 ns is therefore a scale for elastic tunnelling into empty states, not a general trap emission time. The numerical output below lists the program's inputs and results.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS
contact width Gamma0: 1.0 eV
amplitude decay constant: 4.0 per nm
distance: 1.5 nm
tunnelling mass (rough): 0.2 electron masses
barrier implied by kappa and mass: 3.05 eV
ESTIMATE
hbar: 6.5821e-16 eV s
contact time hbar/Gamma0: 0.658 fs
exponent 2*kappa*d: 12.0
attenuation exp(-2*kappa*d): 6.144e-06
width at the level: 6.14 micro-eV
escape time: 0.107 ns = 1.07e-10 s
if 1 eV were the half width: 0.054 ns
slip, exp(-kappa*d) as rate: 0.266 ps
time factor for kappa +10 %: 3.32
time factor for d +0.1 nm: 2.23
CHAIN TEST (hopping = 1)
golden-rule width: 0.02000
decay rate found: 0.02010
spectral full width found: 0.02030
occupation after 1/rate, thermal sea: 0.5530
same from the rate law: 0.5379
PLANAR WELL TEST
well width: 0.8 nm, depth: 4.26 eV
level above metal band bottom: 5.0 eV
contact width from flux formula: 1.150 eV
log slope of width, 1 to 2 nm: 7.9998 per nm
width at 1.5 nm: 7.065 micro-eV
lifetime at 1.5 nm: 0.0932 ns
width / exponential law at 0.5 nm: 0.9962
NEGLECTED EFFECTS
kT at 300 K: 25.85 meV
metal filling at 0.3 eV above Fermi energy: 9.12e-06
outward time, level at Fermi energy: 0.214 ns
point level, centre 0.2 nm from plane at contact: time x 6.22 = 0.67 ns
field: 2.0 MV/cm, drop over d: 0.30 V
rate factor, barrier lowered by field: 1.376
rate factor, barrier raised by field: 0.734
rate factor, image force (permittivity 4): 2.513
phonon: 50 meV, relaxation energy: 1.0 eV
open sideband fraction, level 1.5 eV up: 0.9676
open sideband fraction, level at Fermi energy: 1.82e-05
relaxed escape time, level 1.5 eV up: 0.111 ns
relaxed escape time, level at Fermi energy: 5.88 microseconds
thermal escape exponent barrier/kT: 118
far electrode, 4 nm layer, relative rate: 3.35e-04
\end{verbatim}
